# Small-aberration Strehl loss from normalized Zernike coefficients

Consider a lens with a circular pupil, uniformly bright, whose only fault is a small error of focus. Let \(r\) be the distance from the pupil centre, scaled so that the edge is at \(r=1\), and take the phase error, in radians, in its low-aperture form

\[
\phi(r)=\sqrt3\,a\,(2r^2-1).
\]

At the nominal image point the contributions from all parts of the pupil add, each with its factor \(e^{i\phi}\). Without aberration they add in step. The ratio of the intensity at that point to its unaberrated value is the Strehl ratio \(S\), the squared modulus of the pupil average of \(e^{i\phi}\). Since the area element divided by the pupil area is \(r\,dr\,d\theta/\pi\), the substitution \(t=r^2\), \(dt=2r\,dr\), turns the average of a function of \(r\) alone into \(\int_0^1dt\). Hence

\[
\int_0^1 e^{i\sqrt3a(2t-1)}dt=\frac{\sin(\sqrt3a)}{\sqrt3a},
\qquad
S=\left[\frac{\sin(\sqrt3a)}{\sqrt3a}\right]^2 .
\]

With \(\sin u/u=1-u^2/6+u^4/120-\cdots\), the square is \(1-u^2/3+2u^4/45-\cdots\). Putting \(u^2=3a^2\) gives

\[
S=1-a^2+\tfrac25a^4-\cdots .
\]

The leading loss is the square of the coefficient, with no further factor. The \(\sqrt3\) arranges this: the average of \((2t-1)^2\) is \(1/3\), so \(a\) is the root-mean-square (rms) phase. The result is an approximation. At \(a=0.70\) rad the closed formula gives \(S=0.597\), whereas \(1-a^2=0.51\).

For a general phase \(\phi(r,\theta)\), write the pupil average as

\[
\langle f\rangle=\frac1\pi\int_0^{2\pi}\!\!\int_0^1 f(r,\theta)\,r\,dr\,d\theta .
\]

In scalar diffraction theory the pupil point \(\boldsymbol\rho=(r\cos\theta,r\sin\theta)\) sends a plane wave to the image, with transverse wave vector \(2\pi\,\mathrm{NA}\,\boldsymbol\rho/\lambda\). Here \(\lambda\) is the vacuum wavelength and NA the numerical aperture. At image position \(\mathbf x\), measured from the nominal point, the relative field is therefore

\[
U(\mathbf v)=\left\langle e^{i\phi+i\mathbf v\cdot\boldsymbol\rho}\right\rangle,
\qquad \mathbf v=\frac{2\pi\,\mathrm{NA}}{\lambda}\mathbf x,
\qquad S=|U(0)|^2 .
\]

This model assumes uniform amplitude over the scaled pupil and leaves out polarization. A wavefront error \(W\), expressed as a length, gives \(\phi=2\pi W/\lambda\).

To carry the focus result over to any aberration we need functions whose squares average to one and whose mutual products average to zero. The Zernike functions have these properties. For integers \(n\ge m\ge0\) with \(n-m\) even, set \(k=(n-m)/2\) and define

\[
G_k(t)=t^{k+m}(t-1)^k,\qquad
P_k(t)=\frac{t^{-m}}{k!}\frac{d^kG_k}{dt^k},\qquad
R_n^m(r)=r^mP_k(r^2).
\]

Every power of \(t\) in \(G_k\) is at least \(k+m\), so after \(k\) derivatives every power is at least \(m\), and \(P_k\) is a polynomial of degree \(k\). For \(m=0\) the first three are \(1\), \(2t-1\) and \(6t^2-6t+1\).

Take two radial functions with the same \(m\) and with \(k'\le k\). Using \(r\,dr=dt/2\) and the definition of \(P_k\),

\[
\int_0^1R_n^mR_{n'}^m\,r\,dr
=\frac12\int_0^1t^mP_kP_{k'}\,dt
=\frac1{2k!}\int_0^1P_{k'}\frac{d^kG_k}{dt^k}\,dt .
\]

Integrate by parts \(k\) times. The boundary terms contain derivatives of \(G_k\) of order below \(k\), which vanish at \(t=0\) and \(t=1\) because \(G_k\) has zeros of order at least \(k\) there. Thus the integral equals

\[
\frac{(-1)^k}{2k!}\int_0^1G_k\frac{d^kP_{k'}}{dt^k}\,dt .
\]

If \(k'<k\), the derivative is zero. If \(k'=k\), it is \(k!\,c_k\), where \(c_k\) is the leading coefficient of \(P_k\). Differentiating the highest power \(t^{2k+m}\) of \(G_k\) gives \(c_k=(2k+m)!/[k!(k+m)!]\). The factor \((-1)^k\) turns \((t-1)^k\) into \((1-t)^k\), and the beta integral then gives

\[
\frac{c_k}{2}\int_0^1t^{k+m}(1-t)^kdt
=\frac{c_k}{2}\frac{(k+m)!\,k!}{(2k+m+1)!}
=\frac1{2(n+1)},
\]

since \(2k+m=n\). The angular factors are \(\cos m\theta\) and \(\sin m\theta\). Different ones are orthogonal over a full turn. For \(m>0\) the integral of either square, divided by \(\pi\), is 1; for \(m=0\) the corresponding value is 2. The normalized functions are therefore

\[
\sqrt{n+1}\,R_n^0,\qquad
\sqrt{2(n+1)}\,R_n^m\cos m\theta,\qquad
\sqrt{2(n+1)}\,R_n^m\sin m\theta .
\]

Number them \(Z_j\) in the Noll order, in which \(Z_1=1\) is piston, \(Z_2=2r\cos\theta\) and \(Z_3=2r\sin\theta\) are the tilts, \(Z_4=\sqrt3(2r^2-1)\) is defocus and \(Z_{11}=\sqrt5(6r^4-6r^2+1)\) is spherical aberration. They satisfy \(\langle Z_iZ_j\rangle=\delta_{ij}\).

They also suffice to represent any continuous phase. Because \(r^m\cos m\theta\) and \(r^m\sin m\theta\) are the real and imaginary parts of \((x+iy)^m\), with \((x,y)=\boldsymbol\rho\), each Zernike function is a polynomial of degree \(n\) in \(x\) and \(y\). There are \(n+1\) of them for each \(n\), hence \((N+1)(N+2)/2\) up to degree \(N\). This is the number of monomials \(x^py^q\) with \(p+q\le N\). Orthonormal functions are linearly independent, so they span all these polynomials, and polynomials approximate a continuous function on the disk as closely as desired.

Multiplying \(\phi=\sum_ja_jZ_j\) by \(Z_i\) and averaging gives \(a_i=\langle\phi Z_i\rangle\). In particular \(a_1=\langle\phi\rangle\). Averaging the square gives

\[
\langle\phi^2\rangle=\sum_{i,j}a_ia_j\langle Z_iZ_j\rangle=\sum_{j\ge1}a_j^2 .
\]

For an infinite series this holds because the mean-square residual of the truncated sum, \(\langle\phi^2\rangle-\sum_{j\le J}a_j^2\), tends to zero. Subtracting the squared mean removes piston:

\[
\sigma^2=\langle\phi^2\rangle-\langle\phi\rangle^2=\sum_{j\ge2}a_j^2 .
\]

It remains to connect this variance with the intensity. Write \(|U(0)|^2\) as \(U(0)U(0)^*\), using independent pupil points for the two factors. Let \(\phi\) and \(\phi'\) be the phases at these points and let double brackets denote the average over both. Then

\[
S=\left\langle\!\left\langle e^{i(\phi-\phi')}\right\rangle\!\right\rangle
=\left\langle\!\left\langle\cos(\phi-\phi')\right\rangle\!\right\rangle .
\]

The sine part changes sign when the two points are exchanged, so its average vanishes. Only phase differences appear. A constant phase cancels whatever its size, which is the physical reason for leaving piston out of the sum.

The cosine can be bounded on both sides. For \(q\ge0\), \(\sin q\le q\). Integrating from zero gives \(1-\cos q\le q^2/2\); integrating again gives \(q-\sin q\le q^3/6\), and once more gives \(q^2/2-1+\cos q\le q^4/24\). Since all terms in the first and third results are even, for every real \(q\)

\[
1-\frac{q^2}{2}\le\cos q\le1-\frac{q^2}{2}+\frac{q^4}{24}.
\]

Set \(\psi=\phi-\langle\phi\rangle\) and \(q=\psi-\psi'\). Terms with a single factor \(\psi\) or \(\psi'\) average to zero because the points are independent and \(\langle\psi\rangle=0\). With \(\mu_4=\langle\psi^4\rangle\),

\[
\langle\!\langle q^2\rangle\!\rangle
=\langle\psi^2\rangle+\langle\psi'^2\rangle=2\sigma^2,
\]
\[
\langle\!\langle q^4\rangle\!\rangle
=\langle\!\langle\psi^4-4\psi^3\psi'+6\psi^2\psi'^2-4\psi\psi'^3+\psi'^4\rangle\!\rangle
=2\mu_4+6\sigma^4 .
\]

Inserting these averages yields

\[
1-\sigma^2\le S\le1-\sigma^2+\frac{\mu_4+3\sigma^4}{12}.
\]

Therefore, for small phase departures from the mean,

\[
1-S=\sum_{j\ge2}a_j^2+O(\psi^4).
\]

The lower bound shows that the sum never underestimates the loss in this model. The next term in the cosine series is of sixth order, so the upper bound also contains the correct fourth-order term. For defocus, \(\mu_4=9a^4\int_0^1(2t-1)^4dt=9a^4/5\), and the term becomes \((9/5+3)a^4/12=2a^4/5\), as found at the start.

If \(|\psi|\le M\) everywhere, then \(\mu_4\le M^2\sigma^2\) and \(\sigma^2\le M^2\). The sum exceeds the loss by at most

\[
\frac{\mu_4+3\sigma^4}{12}\le\frac{M^2\sigma^2+3M^2\sigma^2}{12}=\frac{M^2\sigma^2}{3}.
\]

Relative to \(\sigma^2\), the error is at most \(M^2/3\). Here \(M\) is the largest departure, not the rms, and the distinction matters. Let a fraction \(f\) of the pupil have phase \(\pi\) and the rest phase zero. The average field is \((1-f)-f=1-2f\), so

\[
1-S=1-(1-2f)^2=4f(1-f),\qquad \sigma^2=\pi^2f(1-f).
\]

For \(0<f<1\) their ratio is \(\sigma^2/(1-S)=\pi^2/4\), however small \(f\) becomes. With \(f=0.01\) the rms phase is 0.313 rad, but the variance is 0.0977 and the loss 0.0396. A small rms does not by itself justify the formula.

As a worked case, take a model projection lens with \(\lambda=193\) nm and \(\mathrm{NA}=0.5\). Its normalized wavefront coefficients \(W_j\), in nm, are 10 for piston, 2 and \(-1\) for the \(x\) and \(y\) tilts, 3 for defocus, 1.5 for astigmatism (\(j=6\)), 1 and \(-2\) for the \(y\) and \(x\) comas (\(j=7,8\)), and 2 for spherical aberration. Without piston,

\[
\sum_{j\ge2}W_j^2=4+1+9+2.25+1+4+4=25.25\ \mathrm{nm}^2,
\]

so the rms wavefront is 5.02 nm, which corresponds to 0.1636 rad. The predicted loss is

\[
\sum_{j\ge2}a_j^2=\left(\frac{2\pi}{193}\right)^2(25.25)=0.02676 .
\]

Direct integration of \(e^{i\phi}\) gives \(S=0.97356\), a loss of 0.02644. The sum is too large by 1.2 percent of the actual loss. These digits belong to the scalar, uniform-amplitude model. At \(\mathrm{NA}=0.5\) the vector field of an aplanatic lens gives a loss of about 0.0258 for \(x\)-polarized, 0.0267 for \(y\)-polarized and 0.0263 for unpolarized light, a spread as large as the 1.2 percent itself; for linear polarization it also moves the image peak found below by up to about 0.1 nm. Including piston would have given 0.1327, about five times the loss. Defocus contributes 0.00954, or \(9/25.25\), roughly 36 percent of the sum.

The fourth-order term is 0.00032, which accounts for the difference at the digits shown. The estimate \(e^{-\sigma^2}\) gives 0.97359 here. It has the same second-order term, but its fourth-order term is \(\sigma^4/2\). This equals \((\mu_4+3\sigma^4)/12\) when \(\mu_4=3\sigma^4\), a condition that a pupil phase need not meet. For defocus, for instance, \(\mu_4=1.8\sigma^4\).

If all coefficients are multiplied by a common factor, the leading loss grows as its square and the first correction as its fourth power. The relative error should then grow as the square while it is small. For factors 0.5, 1, 2 and 4, the sum exceeds the actual loss by 0.30, 1.2, 4.9 and 20.6 percent of that loss. Each doubling multiplies the error by about four. At the largest factor the rms phase is 0.654 rad, and the sum gives 0.428 against an actual loss of 0.355.

Tilt needs separate attention because it moves the image. For \(\phi=aZ_2=2ar\cos\theta\), the angular average is the Bessel function \(J_0(2ar)\), and

\[
U(0)=2\int_0^1J_0(2ar)\,r\,dr=\frac{J_1(2a)}a,
\qquad S=\left[\frac{J_1(2a)}a\right]^2 .
\]

Since \(J_1(2a)/a=1-a^2/2+a^4/12-\cdots\), this is \(1-a^2+5a^4/12-\cdots\), in agreement with the general result. At the fixed nominal point tilt costs intensity, although the image has merely been displaced.

One can instead define \(S\) by the highest intensity in the image plane. Moving the observation point adds \(v_xx+v_yy\) to the phase. Because \(x=Z_2/2\) and \(y=Z_3/2\), this changes the tilt coefficients alone, and the variance becomes

\[
\sigma^2(\mathbf v)=\left(a_2+\frac{v_x}{2}\right)^2+\left(a_3+\frac{v_y}{2}\right)^2+\sum_{j\ge4}a_j^2 .
\]

For small aberrations the peak stays near \(\mathbf v=0\), where the unaberrated pattern has its maximum, so the small-phase result applies there. To leading order the peak is at \(\mathbf v=-2(a_2,a_3)\), and its loss is \(\sum_{j\ge4}a_j^2\). Both tilts have dropped out. In length units,

\[
x_{\rm peak}=-\frac{2a_2\lambda}{2\pi\,\mathrm{NA}}=-\frac{2W_2}{\mathrm{NA}}=-8\ \mathrm{nm},
\qquad
y_{\rm peak}=-\frac{2W_3}{\mathrm{NA}}=4\ \mathrm{nm}.
\]

The minus sign follows from the convention \(e^{+i\phi+i\mathbf v\cdot\boldsymbol\rho}\): the added phase must cancel the tilt. The computed peak is at \((-8.12,4.02)\) nm. Its loss is 0.02117, while the sum without piston and tilts is 0.02146, larger by 1.4 percent of the peak loss.

The small extra displacement comes from the fourth-order term. Let \(\psi\) now be the phase with piston and tilts removed, and let \(\delta v_x\) be the remaining shift. The second-order part of \(S\) contains \(-(\delta v_x)^2/4\). The fourth-order part changes by \(\delta v_x\langle\psi^3x\rangle/3\) at first order in the shift, because \(\mu_4\) changes by \(4\delta v_x\langle\psi^3x\rangle\), while \(\sigma^2\) has no linear change when \(\langle\psi x\rangle=0\). Setting the derivative to zero gives

\[
-\frac{\delta v_x}{2}+\frac{\langle\psi^3x\rangle}{3}=0,
\qquad \delta v_x=\frac23\langle\psi^3x\rangle ,
\]

and similarly for \(y\). For the lens above these formulas give an extra shift of \((-0.121,0.017)\) nm, against the computed \((-0.122,0.018)\) nm. With uniform amplitude, aberrations other than tilt can thus move the peak, but only at third order in the phase. This rests on \(\langle\psi x\rangle=0\). With a non-uniform amplitude coma is in general no longer orthogonal to \(x\), and it moves the peak at first order: for a pupil amplitude \(e^{-r^2}\) the tilt-free phase of this lens displaces the peak by about \((-2.1,1.0)\) nm.

The simple sum also depends on the normalization. Suppose spherical aberration is written as \(c(6r^4-6r^2+1)\), with a polynomial equal to 1 at the edge. This is \((c/\sqrt5)Z_{11}\), so its leading loss is \(c^2/5\), not \(c^2\). Direct integration at \(c=0.05\) rad gives a loss of \(0.19996\,c^2\).

A phase supplied in another form must first be projected. For \(\phi=br^4\), the identity

\[
r^4=\frac13+\frac12(2r^2-1)+\frac16(6r^4-6r^2+1)
\]

gives \(a_1=b/3\), \(a_4=b/(2\sqrt3)\) and \(a_{11}=b/(6\sqrt5)\). The leading loss is

\[
a_4^2+a_{11}^2=\frac{b^2}{12}+\frac{b^2}{180}=\frac{4b^2}{45}.
\]

Fifteen sixteenths of it belongs to defocus. Adding the opposite multiple of \(Z_4\) would leave \(b^2/180\). Moving the image plane does this only at low aperture: the phase it adds is proportional to \(\sqrt{1-\mathrm{NA}^2r^2}\) in air, and at \(\mathrm{NA}=0.5\) the best focus leaves about 0.86 of \(b^2/180\). For \(b=0.1\) rad the full sum is 0.0008889 and the integrated loss 0.0008886.

Uniform amplitude is a further condition. If the pupil has a non-negative amplitude \(A\), replace each average by \(\langle f\rangle_A=\langle Af\rangle/\langle A\rangle\), so that the unaberrated field is again one. The double-average argument is unchanged, and the leading loss is the variance with weight \(A\):

\[
1-S_A\simeq\langle\phi^2\rangle_A-\langle\phi\rangle_A^2 .
\]

The functions \(Z_j\) were made orthonormal with uniform weight. With another weight their variances generally differ from one, and cross terms between coefficients can survive. Both effects change the sum. For the lens above with \(A=e^{-r^2}\), the weighted variance is 0.02394, which is 10.5 percent below the uniform-pupil sum of 0.02676.

Finally, \(S\) describes the image of a point, to which the whole pupil contributes. It is not a general measure of mask-image contrast. If a grating sends two equal, mutually coherent beams through pupil points \(\boldsymbol\rho_1\) and \(\boldsymbol\rho_2\), their image intensity is proportional to

\[
\left|e^{i\phi_1+i\mathbf v\cdot\boldsymbol\rho_1}+e^{i\phi_2+i\mathbf v\cdot\boldsymbol\rho_2}\right|^2
=2+2\cos\!\left[\mathbf v\cdot(\boldsymbol\rho_1-\boldsymbol\rho_2)+\phi_1-\phi_2\right].
\]

In this scalar model the phase difference shifts the fringes but leaves their contrast at one, even when the same pupil has \(S<1\). For real beams that meet at a large angle, the contrast also depends on polarization. A partially coherent mask image requires the pupil phases sampled by its own diffracted beams and source points. The numerical output below lists the individual coefficients and the comparisons for the point image.

## Computed values

```
Wavelength: 193.0 nm
Numerical aperture: 0.50 (dimensionless)
Largest orthonormality error, 15 modes: 4.7e-15 (dimensionless)
j= 1 piston: W=10.00 nm, a=0.325554 rad, a^2=0.1059852 rad^2
j= 2 tilt x: W=2.00 nm, a=0.065111 rad, a^2=0.0042394 rad^2
j= 3 tilt y: W=-1.00 nm, a=-0.032555 rad, a^2=0.0010599 rad^2
j= 4 defocus: W=3.00 nm, a=0.097666 rad, a^2=0.0095387 rad^2
j= 6 astigmatism: W=1.50 nm, a=0.048833 rad, a^2=0.0023847 rad^2
j= 7 coma y: W=1.00 nm, a=0.032555 rad, a^2=0.0010599 rad^2
j= 8 coma x: W=-2.00 nm, a=-0.065111 rad, a^2=0.0042394 rad^2
j=11 spherical: W=2.00 nm, a=0.065111 rad, a^2=0.0042394 rad^2
RMS wavefront without piston: 5.0249 nm
RMS phase without piston: 0.163589 rad
Sum of squares without piston: 0.0267613 (dimensionless)
Sum of squares with piston: 0.1327464 (dimensionless)
Integrated Strehl ratio: 0.9735566 (dimensionless)
Integrated Strehl loss: 0.0264434 (dimensionless)
Lower bound on S: 0.9732387 (dimensionless)
Upper bound on S: 0.9735589 (dimensionless)
Quartic term: 0.0003202 (dimensionless)
exp(-variance): 0.9735937 (dimensionless)
Scale 0.5: rms=0.08179 rad, loss=0.006670, sum=0.006690, excess=0.299 percent
Scale 1.0: rms=0.16359 rad, loss=0.026443, sum=0.026761, excess=1.202 percent
Scale 2.0: rms=0.32718 rad, loss=0.102067, sum=0.107045, excess=4.877 percent
Scale 4.0: rms=0.65435 rad, loss=0.354982, sum=0.428180, excess=20.620 percent
Predicted peak x,y: -8.0000, 4.0000 nm
Computed peak x,y: -8.1223, 4.0176 nm
Peak intensity ratio: 0.9788332 (dimensionless)
Peak loss: 0.0211668 (dimensionless)
Sum without piston and tilts: 0.0214620 (dimensionless)
Single-mode test coefficient: 0.70 rad
Defocus-only S: 0.596586 (dimensionless)
Tilt-only S: 0.599403 (dimensionless)
Phase b*r^4, b: 0.100 rad
Its a1,a4,a11: 0.0333333, 0.0288675, 0.0074536 rad
Its sum and loss: 0.00088889, 0.00088855 (dimensionless)
Unit-edge spherical coefficient: 0.050 rad
Its loss divided by c^2: 0.199957 rad^-2
Weighted variance, amplitude exp(-r^2): 0.0239421 rad^2
Scaled weighted loss (scale 0.1): 0.0239395 (dimensionless)
Pi-phase spot area fraction: 0.010 (dimensionless)
Spot rms phase: 0.312585 rad
Spot variance and loss: 0.097709, 0.039600 (dimensionless)
```
